# The Wichmann-Kroll potential at large distance and its level shifts: a program that tests the result

```python
# Result under test (atomic units, c = 1/alpha, reduced Compton length = alpha):
# the Euler-Heisenberg (EH) Lagrangian c^5 f(E/c^3), f = e^4/(360 pi^2)+e^6/(630 pi^2)+...
# gives an electron near a charge Z the repulsive Wichmann-Kroll (WK) tail
# V = 2 alpha^7 Z^3/(225 pi r^5), and levels n,l>=2 shift by C5 <r^-5>.
# Z nuclear charge, kap Dirac kappa, eps Dirac energy/mc^2, U = Uehling shift.
import numpy as np, mpmath as mp, sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import eval_genlaguerre
from numpy.polynomial.legendre import leggauss
mp.mp.dps = 50
al = mp.mpf(sc.alpha); c = 1/al; pi = mp.pi
Eh = sc.physical_constants['Hartree energy in eV'][0]
a0 = sc.physical_constants['Bohr radius'][0]*1e10
kHz = sc.e/sc.h/1e3
Z, n = 58, 8
def gl(a, b, k):
    x, w = leggauss(k); return (a+b)/2+(b-a)/2*x, (b-a)/2*w
def out(label, v, unit): print(f"{label} = {float(v):.6g} {unit}")

# EH coefficients from the Landau-level sum b*sum g_n/(1+2nb)^2 = 8 pi^2 d3L/dM3
assert abs(quad(lambda p: (2+p*p)**-2.5, -np.inf, np.inf)[0]-1/3) < 1e-8
landau = lambda b: b*(2*mp.zeta(2, 1/(2*b))/(2*b)**2-1)
h = mp.mpf('0.5')
direct = h*(1+2*mp.nsum(lambda k: (1+2*k*h)**-2, [1, mp.inf]))
assert abs(direct-landau(h)) < 1e-15
assert abs(direct-quad(lambda s: np.exp(-s)*0.5*s/np.tanh(0.5*s), 0, 80)[0]) < 1e-7
bs = [mp.mpf(k)/500 for k in range(1, 7)]
co = mp.lu_solve(mp.matrix([[b**(2*j) for j in range(6)] for b in bs]), mp.matrix([landau(b) for b in bs]))
a4 = co[2]/(8*pi**2)/(-24); a6 = -co[3]/(8*pi**2)/(-120)   # B^2 -> -E^2
assert abs(a4*360*pi**2-1) < 1e-9 and abs(a6*630*pi**2-1) < 1e-6
out("1/(pi^2 a4) from Landau sum", 1/(pi**2*a4), ""); out("1/(pi^2 a6) from Landau sum", 1/(pi**2*a6), "")

# full electric EH function on a rotated proper-time ray, Gauss law solved, field integrated
ph = mp.expj(pi/6)
nodes = [(mp.mpf(t)*ph, mp.mpf(w)*ph) for a, b in [(0, 5), (5, 15), (15, 40), (40, 80)] for t, w in zip(*gl(a, b, 30))]
def fprime(e):
    s_ = mp.fsum(w*mp.exp(-s)/s**2*(mp.cot(e*s)-e*s/mp.sin(e*s)**2+2*e*s/3) for s, w in nodes)
    return -s_.real/(8*pi**2)
r0 = 3*al; Vfull = 0
for y, w in zip(*gl(0, 1, 12)):
    D = Z*(mp.mpf(y)/r0)**2
    P = 4*pi*c**2*fprime(D/c**3); P = 4*pi*c**2*fprime((D-P)/c**3)
    Vfull += w*r0/mp.mpf(y)**2*P
C5 = lambda z: 2*al**7*z**3/(225*pi)
C9 = 4*al**13*Z**5/(945*pi)
assert Vfull > 0 and abs(Vfull*r0**5/C5(Z)-1) < 2e-3
assert abs((Vfull-C5(Z)/r0**5)/(C9/r0**9)-1) < 0.01        # octic term is about 0.4 %
lam = sc.hbar/(sc.m_e*sc.c)*1e10; mc2 = sc.m_e*sc.c**2/sc.e
assert abs(2*al*(Z*al)**3/(225*pi)*mc2*lam**5/(C5(Z)*Eh*a0**5)-1) < 1e-8

# induced density from Poisson's equation with phi = -V
r, k = sp.symbols('r k', positive=True)
rho = -sp.diff(r*(-2*k/(225*sp.pi*r**5)), r, 2)/r/(4*sp.pi)
assert sp.simplify(rho-2*k/(45*sp.pi**2*r**7)) == 0

# energy route: term linear in the electron field, electron at distance 1
def flux(x):
    g = lambda t: np.exp(t)*(x-1+np.exp(t))/((x-1)**2+2*x*np.exp(t))**1.5
    return quad(g, -60, np.log(2), points=[min(2*np.log(abs(x-1)), 0.0)], epsabs=1e-11, epsrel=1e-11, limit=300)[0]
J_in = 2*np.pi*sum(w*flux(x)/x**4 for x, w in zip(*gl(0.1, 1, 16)))
J_out = 2*np.pi*sum(w*x*x*flux(1/x) for x, w in zip(*gl(0, 1, 16)))
assert abs(J_in) < 1e-5 and abs(4*a4*(J_in+J_out)*al**7*Z**3/C5(Z)-1) < 1e-5
out("shell integral inside R", J_in, ""); out("shell integral outside R", J_out, "")
# term quadratic in the electron field, from a finite difference of |E|^4
x, wx = gl(0.005, 0.01, 20); u, wu = gl(-1, 1, 20); X, U = np.meshgrid(x, u); S = np.sqrt(1-U*U)
d3 = (X*X+1-2*X*U)**1.5
E4 = lambda q: ((S/X**2+q*X*S/d3)**2+(U/X**2+q*(X*U-1)/d3)**2)**2
ang = 2*np.pi*wu @ (X*X*(E4(10.)+E4(-10.)-2*E4(0.))/200) @ wx/(4*np.pi*100)
assert abs(ang-10/3) < 2e-3
out("angular factor of quadratic term", ang, "")

# Schroedinger moments: closed forms against quadrature
def r5(n, l):
    return (5*n*n-3*l*(l+1)+1)/(2*n**5*(l-1)*(l-.5)*l*(l+.5)*(l+1)*(l+1.5)*(l+2))
F = mp.factorial
N2 = lambda n, l, z: (2*mp.mpf(z)/n)**(2*l+3)*F(n+l)/(2*n*F(n-l-1)*F(2*l+1)**2)
def qmom(n, l, s, a=0., b=250.):
    g = lambda p, s: p**(2*l+2+s)*np.exp(-p)*eval_genlaguerre(n-l-1, 2*l+1, p)**2
    I = lambda s, a, b: quad(g, a, b, args=(s,), epsabs=0, epsrel=1e-11, limit=500)[0]
    sp_ = lambda s, a, b: I(s, a, b) if b < 1 else I(s, a, 10)+I(s, 10, 60)+I(s, 60, b)
    return sp_(s, a, b)/sp_(0, 0., 250.)*(n/2)**s
for nn, l in [(3, 2), (5, 2), (8, 3), (8, 5), (8, 7), (12, 4)]:
    assert abs(qmom(nn, l, -5)/r5(nn, l)-1) < 1e-8
assert abs(qmom(5, 1, -5, 4e-6, 4e-5)/(N2(5, 1, 1)*np.log(10))-1) < 1e-3   # l=1 logarithm
assert abs(r5(500, 499)*500.**10-1-5/500) < 1e-4

mp.mp.dps = 30
def hyp(k, b):
    cs = [mp.mpf(1)]
    for j in range(1, k+1): cs.append(cs[-1]*(j-1-k)/((b+j-1)*j))
    return cs
def sq(a): return [mp.fsum(a[i]*a[m-i] for i in range(len(a)) if 0 <= m-i < len(a)) for m in range(2*len(a)-1)]
def schr(n, l, z): return 2*l+2, sq(hyp(n-l-1, 2*l+2)), n/(2*mp.mpf(z))
def dirac_pq(n, kap, z):
    nr = n-abs(kap); g = mp.sqrt(kap**2-(z*al)**2); N = mp.sqrt((nr+g)**2+(z*al)**2); eps = (nr+g)/N
    f1 = hyp(nr, 2*g+1); f2 = (hyp(nr-1, 2*g+1) if nr else [])+[0]
    P = [mp.sqrt(1+eps)*((N-kap)*a-nr*b) for a, b in zip(f1, f2)]
    Q = [-mp.sqrt(1-eps)*((N-kap)*a+nr*b) for a, b in zip(f1, f2)]
    return g, P, Q, N/(2*mp.mpf(z)), eps
def dirac(n, kap, z):
    g, P, Q, s, _ = dirac_pq(n, kap, z); return 2*g, [a+b for a, b in zip(sq(P), sq(Q))], s
def mom(st, s):
    p, cs, L = st; m = lambda s: mp.fsum(a*mp.gamma(p+j+1+s) for j, a in enumerate(cs))
    return m(s)/m(0)*L**s
def uehling(st, z):
    p, cs, L = st; nm = mp.fsum(a*mp.gamma(p+j+1) for j, a in enumerate(cs))
    G = [a*mp.gamma(p+j) for j, a in enumerate(cs)]
    yk = lambda t: mp.fsum(a*(1+2*c*t*L)**(-p-j) for j, a in enumerate(G))
    y1 = yk(1)
    I = mp.quad(lambda t: (1+1/(2*t*t))*mp.sqrt(t*t-1)/t**2*yk(t)/y1, [1, 1.5, 3, mp.inf])
    return -2*al*z/(3*pi)*I*y1/(L*nm)
for kap in (3, -4, 6, -8):                                  # radial Dirac equations hold
    g, P, Q, L, eps = dirac_pq(n, kap, Z)
    fn = lambda cs: (lambda r: (r/L)**g*mp.exp(-r/L/2)*mp.polyval(cs[::-1], r/L))
    p_, q_ = fn(P), fn(Q)
    for rr in (mp.mpf('0.1'), mp.mpf('0.9')):
        sz = abs(p_(rr))+abs(q_(rr))
        assert abs(mp.diff(p_, rr)+kap*p_(rr)/rr-(c*(eps+1)+Z*al/rr)*q_(rr)) < 1e-12*sz
        assert abs(mp.diff(q_, rr)-kap*q_(rr)/rr+(c*(eps-1)+Z*al/rr)*p_(rr)) < 1e-12*sz
for l, kap in [(3, 3), (3, -4), (7, 7), (7, -8)]:           # nonrelativistic limit
    assert abs(mom(dirac(n, kap, 0.5), -5)/(0.5**5*r5(n, l))-1) < 1e-3
Ulead = lambda n, l, z: -2*al*z/(3*pi)*N2(n, l, z)*F(2*l+1)*(al/2)**(2*l+2)*(mp.beta(l+1, 1.5)/2+mp.beta(l+2, 1.5)/4)
assert abs(uehling(schr(2, 0, 0.1), 0.1)/(-4*al**3*0.1**4/(15*pi*8))-1) < 0.22*al
for l in (2, 3, 7):
    u1, u2 = uehling(schr(n, l, 0.1), 0.1), uehling(schr(n, l, 0.2), 0.2)
    assert abs(u1/Ulead(n, l, 0.1)-1) < 0.22*al             # correction is below 2 Z alpha
    w1, w2 = (C5(z)*mom(schr(n, l, z), -5) for z in (0.1, 0.2))
    assert abs(mp.log((u2/w2)/(u1/w1), 2)-(2*l-4)) < 0.01

print(f"Example: hydrogen-like Ce57+, Z = {Z}, n = {n}")
out("1/alpha", c, ""); out("Z alpha", Z*al, ""); out("hartree", Eh, "eV")
out("Bohr radius", a0, "A"); out("reduced Compton length", lam, "A")
out("2/(225 pi)", 2/(225*pi), ""); out("C5", C5(Z)*Eh*a0**5, "eV A^5")
out("test radius 3 lambda", r0*a0, "A"); out("V full EH there", Vfull*Eh, "eV")
out("V r^-5 term there", C5(Z)/r0**5*Eh, "eV"); out("V r^-9 term there", C9/r0**9*Eh, "eV")
out("prefactor 2 alpha^7 Z^8/(225 pi)", C5(Z)*Z**5*Eh, "eV")
Rb = mp.mpf(n*n)/Z
out("orbit radius n^2 a0/Z", Rb*a0, "A"); out("field/critical field there", Z/Rb**2/c**3, "")
out("V_WK there", C5(Z)/Rb**5*Eh, "eV")
prev = np.inf
for l in range(2, n):
    st = schr(n, l, Z); w = C5(Z)*Z**5*r5(n, l)*Eh
    assert 0 < w < prev; prev = w
    print(f"l={l} Schr: <r^-5>/Z^5={r5(n,l):.5e} au, WK={float(w):.4e} eV, U={float(uehling(st,Z)*Eh):.4e} eV")
    for kap in ([-l-1] if l == 2 else [l, -l-1]):
        ds = dirac(n, kap, Z); wd = C5(Z)*mom(ds, -5)*Eh; ud = uehling(ds, Z)*Eh
        if l >= 4: assert wd > abs(ud)
        print(f"  Dirac j={2*abs(kap)-1}/2: WK={float(wd):.4e} eV, U={float(ud):.4e} eV")
print("lambda^2<r^-7>/<r^-5>, l=3..7:", " ".join(f"{float(al**2*mom(schr(n,l,Z),-7)/mom(schr(n,l,Z),-5)):.2e}" for l in range(3, n)))
st = schr(n, 7, Z); wd = C5(Z)*mom(dirac(n, -8, Z), -5)*Eh
out("l=7 WK Schroedinger", prev*kHz, "kHz"); out("l=7 j=15/2 WK Dirac", wd*kHz, "kHz")
out("l=7 leading Uehling formula", Ulead(n, 7, Z)*Eh, "eV")
out("l=7 r^-9 term", C9*mom(st, -9)*Eh, "eV")
out("l=7 size of r^-4 term (cutoff lambda)", 2*al**6*Z**2/(27*pi)*mom(st, -4)*Eh, "eV")
e_up, e_lo = dirac_pq(n, -8, Z)[4], dirac_pq(n, 7, Z)[4]
out("l=7 j=15/2 binding energy", (1-e_up)*c**2*Eh, "eV")
out("l=7 fine-structure splitting", (e_up-e_lo)*c**2*Eh, "eV")
print("done: every assertion held")
```

It prints:

```
1/(pi^2 a4) from Landau sum = 360 
1/(pi^2 a6) from Landau sum = 630 
shell integral inside R = -3.92175e-13 
shell integral outside R = 2.51327 
angular factor of quadratic term = 3.33369 
Example: hydrogen-like Ce57+, Z = 58, n = 8
1/alpha = 137.036 
Z alpha = 0.423246 
hartree = 27.2114 eV
Bohr radius = 0.529177 A
reduced Compton length = 0.00386159 A
2/(225 pi) = 0.00282942 
C5 = 6.86903e-13 eV A^5
test radius 3 lambda = 0.0115848 A
V full EH there = 0.00329546 eV
V r^-5 term there = 0.00329198 eV
V r^-9 term there = 3.46688e-06 eV
prefactor 2 alpha^7 Z^8/(225 pi) = 0.010865 eV
orbit radius n^2 a0/Z = 0.58392 A
field/critical field there = 1.85106e-05 
V_WK there = 1.01188e-11 eV
l=2 Schr: <r^-5>/Z^5=1.46775e-05 au, WK=1.5947e-07 eV, U=-6.4143e-07 eV
  Dirac j=5/2: WK=1.8079e-07 eV, U=-7.7322e-07 eV
l=3 Schr: <r^-5>/Z^5=9.20371e-07 au, WK=9.9998e-09 eV, U=-1.5465e-09 eV
  Dirac j=5/2: WK=1.2181e-08 eV, U=-5.8651e-09 eV
  Dirac j=7/2: WK=1.0627e-08 eV, U=-1.7861e-09 eV
l=4 Schr: <r^-5>/Z^5=1.27707e-07 au, WK=1.3875e-09 eV, U=-2.0823e-12 eV
  Dirac j=7/2: WK=1.5007e-09 eV, U=-6.7868e-12 eV
  Dirac j=9/2: WK=1.4374e-09 eV, U=-2.3403e-12 eV
l=5 Schr: <r^-5>/Z^5=2.60834e-08 au, WK=2.8340e-10 eV, U=-1.5816e-15 eV
  Dirac j=9/2: WK=2.9533e-10 eV, U=-4.6917e-15 eV
  Dirac j=11/2: WK=2.8966e-10 eV, U=-1.7434e-15 eV
l=6 Schr: <r^-5>/Z^5=6.60554e-09 au, WK=7.1769e-11 eV, U=-6.3360e-19 eV
  Dirac j=11/2: WK=7.3493e-11 eV, U=-1.7615e-18 eV
  Dirac j=13/2: WK=7.2758e-11 eV, U=-6.8805e-19 eV
l=7 Schr: <r^-5>/Z^5=1.86310e-09 au, WK=2.0243e-11 eV, U=-1.0409e-22 eV
  Dirac j=13/2: WK=2.0518e-11 eV, U=-2.7593e-22 eV
  Dirac j=15/2: WK=2.0407e-11 eV, U=-1.1169e-22 eV
lambda^2<r^-7>/<r^-5>, l=3..7: 1.05e-02 2.12e-03 6.85e-04 2.63e-04 1.02e-04
l=7 WK Schroedinger = 4.89463 kHz
l=7 j=15/2 WK Dirac = 4.9344 kHz
l=7 leading Uehling formula = -2.21997e-22 eV
l=7 r^-9 term = 2.73301e-20 eV
l=7 size of r^-4 term (cutoff lambda) = 3.29841e-10 eV
l=7 j=15/2 binding energy = 715.65 eV
l=7 fine-structure splitting = 0.286738 eV
done: every assertion held
```
